# Effective pair interactions in an alloy chain from the squared Green function

## What goes wrong with a fixed neighbour preference

Suppose an alloy chain is given a permanent preference for unlike neighbours. At 0.2 electrons per atom, in the example below, that rule selects an alternating chain whose energy is 0.127 meV per atom below the uniform reference. Collecting like atoms into two long blocks gains 1.288 meV. At one electron per atom the order is reversed: alternation gains 2.218 meV and the blocks only 0.398 meV. The preference must therefore depend on electron filling.

A second error gives the same wrong answer when the interaction is cut off at short range. The preference is an energy integral of a squared Green function. If the integral covers the interior of the band but misses the singularity at its lower edge, the neighbour interaction favours unlike atoms at every partial filling. The missed term is the same at every separation, so it cancels between two arrangements of the same composition if all pairs are summed, but a truncated sum generally keeps the error. Both the filling dependence and the edge must be derived.

The model has one orbital per site, two spins, equal hoppings $-t$ with $t>0$, and no electron-electron interaction. Site levels are $\varepsilon_A$ or $\varepsilon_B$, with $\Delta=\varepsilon_B-\varepsilon_A$. The temperature is zero unless stated.

## Simple case: two atoms and two electrons

Let the levels be $v_1$ and $v_2$. The lower eigenvalue of the two-site Hamiltonian is

$$E_-=\frac{v_1+v_2}{2}-\sqrt{t^2+\frac{(v_1-v_2)^2}{4}} .$$

Two electrons occupy it. Expanding the root for small level differences gives

$$2E_-=v_1+v_2-2t-\frac{(v_1-v_2)^2}{4t}+\dots$$

The term containing both levels is $+v_1v_2/(2t)$. It is negative when the levels have opposite signs, so this pair favours unlike atoms. Any general formula must reproduce the coefficient $1/(2t)$.

## Generalization: any host

Write $H=H_0+v$, where $v$ is diagonal. In the alloy, measure levels from their composition average, so that $\sum_i v_i=0$, and put this average at zero energy.

At fixed chemical potential $\mu$, the grand potential is $\Omega=2\sum_a(E_a-\mu)$ over levels below $\mu$. To express it through a logarithm, note that $\operatorname{Im}\ln(E-E_a+i0)$ is $\pi$ for $E<E_a$ and zero for $E>E_a$. Integrating from a low cutoff $-\Lambda$ gives

$$\frac{2}{\pi}\operatorname{Im}\int_{-\Lambda}^{\mu}\operatorname{Tr}\ln(E+i0-H)\,dE
=2\sum_a[\min(E_a,\mu)+\Lambda].$$

Since $\min(E_a,\mu)=\mu+\min(E_a-\mu,0)$, the right side is $\Omega$ plus a constant independent of the arrangement.

Let $G=(E+i0-H_0)^{-1}$. Then $E-H=(E-H_0)(1-Gv)$, and

$$\operatorname{Tr}\ln(1-Gv)=-\operatorname{Tr}Gv-\tfrac12\operatorname{Tr}GvGv+\dots$$

In a host with equivalent sites, $G_{ii}$ is the same everywhere. The first term is then proportional to $\sum_i v_i$ and vanishes. The second gives

$$\Omega_2=-\frac1\pi\operatorname{Im}\int_{-\infty}^{\mu}dE\sum_{ij}G_{ij}v_jG_{ji}v_i .$$

For a real symmetric host, $G_{ji}=G_{ij}$. Each pair of different sites occurs twice in the sum, hence

$$\Omega_2=\frac12\sum_{ij}\chi_{ij}v_iv_j,\qquad
\chi_{ij}=-\frac2\pi\operatorname{Im}\int_{-\infty}^{\mu}G_{ij}^2(E+i0)\,dE .$$

The energy of one pair is $\chi_{ij}v_iv_j$. The terms $i=j$ depend on composition, not on arrangement.

The combination that measures ordering is

$$V_{ij}=V_{AA}+V_{BB}-2V_{AB}
=\chi_{ij}(v_A-v_B)^2=\Delta^2\chi_{ij}.$$

Replacing one $AA$ and one $BB$ pair by two $AB$ pairs at the same separation changes their energy by $-V_{ij}$. Positive $V_{ij}$ favours unlike atoms.

**Fixed electron number.** The energy is the stationary value of $\Omega(\mu)+\mu N$ with respect to $\mu$. Because $\sum_i v_i=0$, there is no first-order change in electron number, and the shift of $\mu$ starts at order $v^2$. Stationarity turns that shift into an energy change of order $v^4$. The second-order energy at fixed number is therefore $\Omega_2$, provided the response is smooth at the Fermi level.

**Test on two atoms.** Here $G_{12}=-t/(E^2-t^2)$. The squared Green function is analytic in the upper half-plane and decays fast enough to move the integration path to $E=\mu+iy$, traversed downwards. Thus $\int_{-\infty}^{\mu}dE\to-i\int_0^\infty dy$, and

$$\chi_{ij}=\frac2\pi\operatorname{Re}\int_0^\infty G_{ij}^2(\mu+iy)\,dy .$$

With $\mu=0$, between the two levels,

$$\chi_{12}=\frac2\pi\int_0^\infty\frac{t^2\,dy}{(y^2+t^2)^2}
=\frac2\pi\,\frac{\pi}{4t}=\frac1{2t}.$$

This is the coefficient found from the eigenvalue, including its sign.

## The infinite chain

Let $G_n$ connect sites $n$ spacings apart. Its defining equation is

$$EG_n+t(G_{n+1}+G_{n-1})=\delta_{n0}.$$

Try $G_n=Ce^{ik|n|}$. Away from $n=0$ this requires $E=-2t\cos k$. At $n=0$,

$$C(E+2te^{ik})=C\,t(e^{ik}-e^{-ik})=2itC\sin k=1 .$$

Therefore

$$G_n=\frac{e^{ik|n|}}{2it\sin k},\qquad
G_n^2=-\frac{e^{2ik|n|}}{4t^2\sin^2k}.$$

For retarded energies inside the band, $0<k<\pi$: a small positive imaginary part of $E$ then gives $k$ a positive imaginary part, and the wave decays away from its source.

### Interior of the band

Take $n\geq1$ and let $k_F$ be the Fermi wave number times the spacing. Using $dE=2t\sin k\,dk$,

$$\chi_n^{\rm int}
=-\frac2\pi\int_0^{k_F}\left[-\frac{\sin2nk}{4t^2\sin^2k}\right]2t\sin k\,dk
=\frac1{\pi t}\int_0^{k_F}\frac{\sin2nk}{\sin k}\,dk .$$

The identity $2\sin k\cos[(2m-1)k]=\sin2mk-\sin[(2m-2)k]$ telescopes when summed over $m$:

$$\frac{\sin2nk}{\sin k}=2\sum_{m=1}^n\cos[(2m-1)k].$$

Integration gives

$$\chi_n^{\rm int}=\frac{2}{\pi t}\sum_{m=1}^n
\frac{\sin[(2m-1)k_F]}{2m-1}.$$

For neighbours this is $2\sin k_F/(\pi t)$, positive throughout $0<k_F<\pi$.

### The missing edge

At the band bottom, $4t^2\sin^2k=(2t-E)(2t+E)\approx4t(E+2t)$, while the exponential tends to one. Hence

$$G_n^2\approx-\frac1{4t(E+2t+i0)} .$$

The next correction behaves as $(E+2t)^{-1/2}$ and is integrable; it belongs to the interior integral. Since $\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)$, the pole contributes

$$-\frac2\pi\,\frac{\pi}{4t}=-\frac1{2t}.$$

The complete result for a partly filled band is

$$\boxed{\chi_n=\frac1t\left[-\frac12+\frac2\pi\sum_{m=1}^n
\frac{\sin[(2m-1)k_F]}{2m-1}\right]} .$$

For $n=0$ the sum is empty and $\chi_0=-1/(2t)$, because $G_0^2$ is real inside the band.

**Test of the edge.** For $t=1$ eV and $n=1$, integrate from $-3$ eV to $-1.999$ eV along a line $10^{-6}$ eV above the real axis. At the upper limit $k=0.0316$, so the formula predicts $-0.5+2\sin k/\pi=-0.4799$ eV$^{-1}$. The numerical integral is $-0.4797$ eV$^{-1}$.

**Filled-band limit.** At the upper edge the corresponding pole has the opposite sign and contributes $+1/(2t)$. The sine sum vanishes at $k_F=\pi$, so the total response of a full band is zero, as it must be when both spin states of every orbital are occupied.

**Large-distance limit.** Separate $1/\sin k$ into $1/k$ and a smooth remainder. Integrating the remainder by parts, and using the large-argument form of $\int_0^x\sin u\,du/u$, gives

$$\int_0^{k_F}\frac{\sin2nk}{\sin k}dk
=\frac\pi2-\frac{\cos2nk_F}{2n\sin k_F}+O(n^{-2}).$$

The constant cancels the edge term, leaving

$$\chi_n\simeq-\frac{\cos2nk_F}{2\pi tn\sin k_F}.$$

The interaction is long-ranged and changes sign with distance.

## Half filling

One electron per atom means $k_F=\pi/2$, since the filling is $n_e=2k_F/\pi$. Then $\sin[(2m-1)\pi/2]=(-1)^{m-1}$. The infinite sum $1-1/3+1/5-\dots$ equals $\pi/4$, so

$$\chi_n=-\frac2{\pi t}\sum_{m=n+1}^{\infty}\frac{(-1)^{m-1}}{2m-1}.$$

The remainder of an alternating series with decreasing terms has the sign of its first term. That term has sign $(-1)^n$, so $\chi_n$ has sign $(-1)^{n+1}$.

At equal composition, write $v_i=v\sigma_i$ with $v=\Delta/2$ and $\sigma_i=\pm1$. An alternating chain has $\sigma_i\sigma_{i+n}=(-1)^n$. Each pair energy is then $-|\chi_n|v^2$, its lowest possible value. No pair has to be sacrificed to satisfy another. This proves the preference for alternation at second order for any finite interaction cutoff.

Without a cutoff, the $1/n$ tail makes the energy per atom diverge logarithmically. The divergence signals that alternation opens a gap at the Fermi level. The two-site unit cell has energies $\pm\sqrt{4t^2\cos^2k+v^2}$, so the energy per atom is

$$e_{\rm alt}=-\frac2\pi\int_0^{k_F}\sqrt{4t^2\cos^2k+v^2}\,dk,
\qquad k_F\leq\frac\pi2 .$$

At half filling set $x=\pi/2-k$ and subtract the value at $v=0$. Split the integral at $x_0$, where $v/(2t)\ll x_0\ll1$. For $x<x_0$, use $\sin x\approx x$ and $s=2tx/v$; with $S=2tx_0/v\gg1$ this part is

$$\frac{v^2}{2t}\int_0^S(\sqrt{1+s^2}-s)\,ds
\simeq\frac{v^2}{4t}\left[\frac12+\ln(2S)\right].$$

For $x>x_0$, expanding the root gives

$$\frac{v^2}{4t}\int_{x_0}^{\pi/2}\frac{dx}{\sin x}
\simeq\frac{v^2}{4t}\ln\frac2{x_0}.$$

The arbitrary $x_0$ cancels in the sum, and

$$e_{\rm alt}-e_0\simeq-\frac{v^2}{2\pi t}
\left[\ln\frac{8t}{v}+\frac12\right].$$

The gain is finite but not a pure power of $v$.

## Low filling

For neighbours,

$$\chi_1=\frac1t\left(\frac{2\sin k_F}{\pi}-\frac12\right).$$

It is negative when $\sin k_F<\pi/4$. On the low-filling side this means fewer than 0.575 electrons per atom. The same sign occurs near a full band, because replacing $k_F$ by $\pi-k_F$ leaves every sine in the general result unchanged.

As $k_F\to0$ the formula tends to $-1/(2t)$, although an empty band has zero interaction. The two statements concern different orders of limits. One impurity enters through $\ln(1-vG_0)$, so the expansion needs $|v|/(2t\sin k_F)\ll1$. Long blocks set a further condition: neither block may be emptied of electrons, which at small $k_F$ requires $|v|$ to stay below about twice the Fermi energy measured from the band bottom. "Nearly empty" therefore means a small filling with a still smaller mismatch.

### From neighbours to whole arrangements

A neighbour interaction alone does not determine the best chain. Define $\chi(q)=\sum_n\chi_ne^{iqn}$ over all integers $n$. With $g_k=(E+i0-\varepsilon_k)^{-1}$ and $\varepsilon_k=-2t\cos k$, Fourier transformation of $G_n^2$ gives $\int dk\,g_kg_{k+q}/(2\pi)$. Partial fractions,

$$g_kg_{k+q}=\frac{g_k-g_{k+q}}{\varepsilon_k-\varepsilon_{k+q}},$$

and the energy integral, which turns each $g_k$ into its occupation $f_k$, yield

$$\chi(q)=2\int_{-\pi}^{\pi}\frac{dk}{2\pi}
\frac{f_k-f_{k+q}}{\varepsilon_k-\varepsilon_{k+q}} .$$

The substitution $k\to-k-q$ makes the second term equal to the first. Using $\varepsilon_k-\varepsilon_{k+q}=-4t\sin(k+q/2)\sin(q/2)$ and taking a principal value,

$$\chi(q)=-\frac1{2\pi t\sin(q/2)}
\ln\left|\frac{\tan[(q/2+k_F)/2]}{\tan[(q/2-k_F)/2]}\right| .$$

Two limits follow. The derivative of $\ln\tan(x/2)$ is $1/\sin x$, so

$$\chi(0)=-\frac1{\pi t\sin k_F},\qquad
\chi(\pi)=-\frac1{\pi t}\operatorname{artanh}(\sin k_F).$$

The second uses $\tan^2(\pi/4+k_F/2)=(1+\sin k_F)/(1-\sin k_F)$.

At equal composition, very long blocks contain mainly long-wavelength components and change the energy by $\chi(0)v^2/2$ per atom, with interfaces neglected and charge free to flow between the blocks. Alternation gives $\chi(\pi)v^2/2$. At small $k_F$ the former is much more negative: electrons near the band bottom respond strongly to a slowly varying potential, whereas an alternating potential couples them to states almost a full bandwidth higher. The two energies cross at $\sin k_F\operatorname{artanh}(\sin k_F)=1$, or 0.627 electrons per atom. This is a comparison of two arrangements, not a full phase diagram.

The logarithm also diverges at $q=2k_F$, so some finite-block pattern can beat both. A square modulation of that wave number changes atom type twice per period, giving $2k_F/\pi=n_e$ unlike bonds per atom. To examine this, all equal-composition arrangements of a 14-site ring were diagonalized at fixed electron number, with $t=1$ eV and levels $\pm0.05$ eV. The lowest-energy arrangements had 2, 6, 10 and 14 unlike bonds for 2, 6, 10 and 14 electrons. These counts agree with the $2k_F$ estimate. Two electrons produce one block of each atom; fourteen produce perfect alternation.

## Worked example

Choose $t=1$ eV, $\Delta=0.1$ eV and equal composition, so $v=0.05$ eV. At half filling,

$$\chi_1=0.6366-0.5=0.1366\ {\rm eV^{-1}},$$

$$V_1=(0.1\ {\rm eV})^2(0.1366\ {\rm eV^{-1}})=1.37\ {\rm meV},$$

or 15.9 K after division by Boltzmann's constant. The next two interactions are $-0.756$ and $0.517$ meV.

At 0.2 electrons per atom, $k_F=0.3142$ and the Fermi energy is 0.0979 eV above the band bottom. Now

$$\chi_1=0.1967-0.5=-0.3033\ {\rm eV^{-1}},$$

so $V_1=-3.03$ meV, or $-35.2$ K. Omitting the edge would have given $+1.97$ meV. The interactions $V_2$ and $V_3$ are also negative, but $V_4$ is $+0.693$ meV: the preference for like atoms reverses at the fourth neighbour, the first of its sign changes with distance. The large-distance form, not yet accurate at this range, would put this change one neighbour earlier.

The energies relative to the uniform chain, in meV per atom, are:

| Arrangement | Half filled | 0.2 electrons/atom |
|---|---:|---:|
| Alternating | −2.218 | −0.127 |
| Random | −0.625 | −0.625 |
| Two long blocks | −0.398 | −1.288 |

The random value is $\chi_0v^2/2=-v^2/(4t)$, since different sites are uncorrelated. It is the second-order value; the other rows use the full band energies.

An independent test differentiated the grand potential of a diagonalized 400-site ring with respect to two site levels. It used levels $\pm0.005$ eV, separations 1, 2 and 5, both fillings, and a thermal energy of 0.03 eV. At nonzero temperature, $\chi_n$ is the zero-temperature result averaged over Fermi energies $E$ with weight $-\partial f/\partial E$, where $f$ is the Fermi function at the actual chemical potential. The largest difference from this thermally averaged formula was $1.4\times10^{-5}$ eV$^{-1}$.

## Scale and limits for real alloys

A 4 eV bandwidth is roughly that of the nickel $d$ band. It sets the energy scale here; a single-orbital chain is not a model of nickel's structure or magnetism. The mismatch of 0.1 eV is deliberately weak, and mismatches in transition-metal alloys can reach 1 eV or more. At half filling and $\Delta=1$ eV, second order gives $V_1=137$ meV, against 123 meV when two impurities in the uniform host are treated to all orders in their levels. The excess is about 11% of the latter. At $\Delta=0.1$ eV the corresponding errors are below 1% at both fillings.

Equal hopping is a more fragile assumption. Give the lower-level atom the smaller hopping, with $t_{AA}=0.975$ eV, $t_{BB}=1.025$ eV, the host hopping kept at 1 eV, and every bond between different kinds of atom, host atoms included, set by the geometric mean. At 300 K the half-filled $V_1$ falls from 1.363 to 0.607 meV, while the low-filling value goes from $-2.938$ to 0.001 meV. The near disappearance has a simple leading-order explanation. Near the band bottom, changing a site's hopping factor by $\delta s$ changes its two bonds and acts like a level shift $-4t\,\delta s$. Here $\delta s\approx\pm0.0125$, giving $\mp0.05$ eV, which cancels the original levels $\pm0.05$ eV. Like-neighbour preference at low filling therefore requires that hopping differences do not cancel the level mismatch. The half-filled sign is not safe either: doubling the hopping contrast, to $t_{AA}=0.95$ eV and $t_{BB}=1.05$ eV, changes the half-filled $V_1$ to $-1.66$ meV, so like neighbours are then preferred.

Electronic temperature, at fixed filling, matters more for the small Fermi energy. At 1000 K the second-order $V_1$ is 1.35 meV at half filling but $-2.07$ meV at low filling. Local repulsion also weakens the response. In a nonmagnetic Hartree treatment, a density change $\delta n$ adds $U\delta n/2$ to a site's level, so $\chi(q)$ becomes $\chi(q)/[1-U\chi(q)/2]$. For $U=1$ eV at zero temperature, $V_1$ becomes 0.80 and $-1.76$ meV. Both signs survive this on-site correction, which leaves out magnetism, correlation and repulsion between different sites. The last omission matters at both fillings. Adding a repulsion of 0.3 eV divided by the separation in site spacings to the same Hartree treatment changes $V_1$ to about 1.4 meV at half filling and $-1.2$ meV at low filling. At low filling the two long blocks gain energy by moving charge, ending with about 0.25 electrons per atom in one block and 0.15 in the other. Long-range Coulomb forces in a real alloy suppress such a transfer, and with it the gain of long blocks; they also weaken the low-filling $V_1$ in this treatment, and can reverse it if the repulsion is very strong (several eV between neighbours). Lattice relaxation, several orbitals and three-dimensional structure are also absent, so these values are not predictions for a particular alloy. The numerical output lists the remaining intermediate values.

## Table of computed values

```
hopping t = 1.00 eV; band width = 4.00 eV
level mismatch Delta = 0.10 eV; v = +/-0.050 eV
edge-window integral = -0.4797 1/eV
largest ring-test error = 1.4e-05 1/eV
V_1 changes sign at 0.5751 electrons/atom
segregated/alternating crossing = 0.6274 electrons/atom
14-site ring, 2 electrons: 2 unlike bonds
14-site ring, 6 electrons: 6 unlike bonds
14-site ring, 10 electrons: 10 unlike bonds
14-site ring, 14 electrons: 14 unlike bonds
--- half-filled: 1.0 electrons/atom
kF*a = 1.5708 rad; mu = -0.0000 eV
Fermi energy above band bottom = 2.0000 eV
expansion ratio v/(2t sin kF) = 0.0250
chi_1 = 0.1366 1/eV; without edge term = 0.6366 1/eV
V_1 to V_6 = 1.366, -0.756, 0.517, -0.392, 0.315, -0.263 meV
V_1/kB = 15.85 K
V_1 to all orders in Delta = 1.365 meV
alternating energy, exact = -2.218 meV/atom
random energy, second order = -0.625 meV/atom
segregated energy, exact = -0.398 meV/atom
V_1 at 300 K, second order = 1.364 meV
V_1 at 1000 K, second order = 1.347 meV
V_1 at 300 K, all orders, equal hopping = 1.363 meV
same with 5% hopping contrast = 0.607 meV
V_1 with Hartree U = 1.0 eV: 0.797 meV
--- nearly empty: 0.2 electrons/atom
kF*a = 0.3142 rad; mu = -1.9021 eV
Fermi energy above band bottom = 0.0979 eV
expansion ratio v/(2t sin kF) = 0.0809
chi_1 = -0.3033 1/eV; without edge term = 0.1967 1/eV
V_1 to V_6 = -3.033, -1.316, -0.043, 0.693, 0.912, 0.733 meV
V_1/kB = -35.19 K
V_1 to all orders in Delta = -3.017 meV
alternating energy, exact = -0.127 meV/atom
random energy, second order = -0.625 meV/atom
segregated energy, exact = -1.288 meV/atom
V_1 at 300 K, second order = -2.951 meV
V_1 at 1000 K, second order = -2.068 meV
V_1 at 300 K, all orders, equal hopping = -2.938 meV
same with 5% hopping contrast = 0.001 meV
V_1 with Hartree U = 1.0 eV: -1.764 meV
half-filled, Delta = 1 eV: second-order V_1 = 136.62 meV
half-filled, Delta = 1 eV: all-order V_1 = 123.16 meV
```
